\section*{Arithmetic and Harmonic Bounds on Heat Conduction through a Via Layer}

\section{Equal metal, unequal conduction}

Three layers, each 10000 \AA{} thick, contain 20\% metal by volume. The metal has conductivity 200 eV/(ns \AA{} K), the dielectric 1 eV/(ns \AA{} K). If the metal forms a straight via from face to face, the layer conducts like a uniform material of conductivity 40.8. If the same metal lies as a flat sheet across the layer, the value is 1.248. If it forms a wider via that stops 2000 \AA{} short of one face, the value lies between 3.315 and 3.346. These and all later conductivities without a stated unit are in eV/(ns \AA{} K).

The volume fraction therefore does not fix the conductivity. If heat crosses between the two materials without interface resistance, it does fix an interval that no arrangement of them can leave, and the straight via and the flat sheet sit at its two ends.

\section{The conduction problem}

The layer occupies $0<z<L$ and has cross-section area $A$. Its local conductivity $\kappa(\mathbf r)$ is isotropic and equals $\kappa_v>0$ in the via metal, which fills a volume fraction $f$, and $\kappa_d>0$ in the dielectric. Conduction is steady, without internal heat sources:
\begin{equation}
\mathbf q=-\kappa\nabla T,\qquad \nabla\cdot\mathbf q=0 .
\label{fourier}
\end{equation}
The faces are isothermal, $T=\Delta T>0$ at $z=0$ and $T=0$ at $z=L$. The side walls are insulated, $\mathbf q\cdot\mathbf n=0$. A mirror plane of a via array is such a wall, because the symmetric temperature field has no normal gradient there. Until the section on interface resistance, contact between the phases is perfect: $T$ and the normal component of $\mathbf q$ are continuous across every interface.

The algebra is in atomic units, with temperature measured as an energy. Equation \eqref{fourier} then contains no added constants, and since every relation below is homogeneous in the units, numbers may be inserted in any consistent set.

Let $Q=\int q_z\,dA$ be the total heat flow. It is the same through every plane of constant $z$, because $\mathbf q$ has no sources and nothing leaves through the sides. The effective conductivity is that of the uniform layer which carries the same flow:
\begin{equation}
\kappa_{\rm eff}=\frac{QL}{A\,\Delta T}.
\label{def}
\end{equation}
With $\langle\cdot\rangle$ the volume average, the claim is
\begin{equation}
\frac{1}{\langle 1/\kappa\rangle}\le\kappa_{\rm eff}\le\langle\kappa\rangle,
\label{claim}
\end{equation}
where $\langle\kappa\rangle=f\kappa_v+(1-f)\kappa_d$ and $\langle1/\kappa\rangle=f/\kappa_v+(1-f)/\kappa_d$.

\section{A power identity}

Since $\nabla\cdot\mathbf q=0$, the product rule gives $\nabla\cdot(T\mathbf q)=\mathbf q\cdot\nabla T$. Integrate this over each phase and add. The interface terms cancel, because $T$ and $\mathbf q\cdot\mathbf n$ are continuous and the outward normals of the two phases are opposite. The side walls give nothing, and neither does the face $z=L$, where $T=0$. At $z=0$ the outward normal is $-\hat{\mathbf z}$, so
\begin{equation}
\int\mathbf q\cdot\nabla T\,dV=-\Delta T\int_{z=0}q_z\,dA=-Q\,\Delta T .
\end{equation}
Inserting $\mathbf q=-\kappa\nabla T$ in two ways yields
\begin{equation}
\int\kappa|\nabla T|^2dV=\int\frac{|\mathbf q|^2}{\kappa}\,dV=Q\,\Delta T .
\label{power}
\end{equation}
I call these integrals the dissipation, by analogy with an electrical resistor. Heat itself is conserved; the integral is a quadratic measure of the flow. By \eqref{def},
\begin{equation}
Q\,\Delta T=\frac{A\,\Delta T^2}{L}\,\kappa_{\rm eff}=\frac{LQ^2}{A}\,\frac1{\kappa_{\rm eff}} .
\label{twoforms}
\end{equation}
At given $\Delta T$ the dissipation measures conductance; at given $Q$ it measures resistance. The two bounds come from these two readings.

\section{Upper bound: guess the temperature}

Let $\theta$ be any continuous trial temperature with the correct values on the two faces. It need not conserve heat. Put $\delta=\theta-T$, which vanishes on both faces. Then
\begin{equation}
\int\kappa|\nabla\theta|^2dV=\int\kappa|\nabla T|^2dV+2\int\kappa\nabla T\cdot\nabla\delta\,dV+\int\kappa|\nabla\delta|^2dV .
\end{equation}
The middle term is $-2\int\mathbf q\cdot\nabla\delta\,dV=-2\oint\delta\,\mathbf q\cdot\mathbf n\,dS$. It is zero, since $\delta=0$ on the faces and $\mathbf q\cdot\mathbf n=0$ on the sides. Hence
\begin{equation}
\int\kappa|\nabla\theta|^2dV=Q\,\Delta T+\int\kappa|\nabla\delta|^2dV\ \ge\ Q\,\Delta T .
\label{dirichlet}
\end{equation}

Choose the linear profile $\theta=\Delta T(1-z/L)$. Its gradient has magnitude $\Delta T/L$ everywhere, and the volume is $AL$, so the left side is $AL\langle\kappa\rangle(\Delta T/L)^2=A\langle\kappa\rangle\Delta T^2/L$. Dividing \eqref{dirichlet} by $A\Delta T^2/L$ and using \eqref{twoforms},
\begin{equation}
\langle\kappa\rangle=\kappa_{\rm eff}+\frac{L}{A\,\Delta T^2}\int\kappa|\nabla\delta|^2dV .
\label{upper}
\end{equation}
This proves the upper bound and also says what the gap is: the dissipation of the error in the linear profile.

Equality requires $\nabla\delta=0$, so the true temperature must be linear. The flux is then $\kappa\,\hat{\mathbf z}\,\Delta T/L$, and its vanishing divergence requires $\partial\kappa/\partial z=0$ (in the weak sense, since $\kappa$ jumps). Conversely, if $\kappa$ does not depend on $z$, the linear profile solves the problem. The phases are then straight columns, conducting side by side as parallel resistors.

\section{Lower bound: guess the heat flow}

Now let $\mathbf p$ be any trial flux that is free of sources, does not cross the side walls and carries the true total flow $Q$. Its normal component is continuous across interfaces, but it need not derive from a temperature. With $\mathbf s=\mathbf p-\mathbf q$,
\begin{equation}
\int\frac{|\mathbf p|^2}{\kappa}dV=\int\frac{|\mathbf q|^2}{\kappa}dV+2\int\frac{\mathbf q\cdot\mathbf s}{\kappa}dV+\int\frac{|\mathbf s|^2}{\kappa}dV .
\end{equation}
Because $\mathbf q/\kappa=-\nabla T$ and $\nabla\cdot\mathbf s=0$, the middle term equals $-2\oint T\,\mathbf s\cdot\mathbf n\,dS$. The sides and the face $T=0$ contribute nothing. The hot face contributes $2\Delta T\int s_z\,dA$, which is zero because $\mathbf p$ and $\mathbf q$ carry the same total flow. Hence
\begin{equation}
\int\frac{|\mathbf p|^2}{\kappa}dV=Q\,\Delta T+\int\frac{|\mathbf s|^2}{\kappa}dV\ \ge\ Q\,\Delta T .
\label{thomson}
\end{equation}

The uniform flux $\mathbf p=(Q/A)\hat{\mathbf z}$ is admissible. Its dissipation is $(Q/A)^2AL\langle1/\kappa\rangle=(LQ^2/A)\langle1/\kappa\rangle$. Dividing \eqref{thomson} by $LQ^2/A$ and using the second form in \eqref{twoforms},
\begin{equation}
\Big\langle\frac1\kappa\Big\rangle=\frac1{\kappa_{\rm eff}}+\frac{A}{LQ^2}\int\frac{|\mathbf s|^2}{\kappa}dV\ \ge\ \frac1{\kappa_{\rm eff}} .
\label{lower}
\end{equation}
Both sides are positive, so taking reciprocals reverses the inequality and gives the lower bound.

Equality requires the true flux to be uniform. Then $\nabla T=-(Q/A\kappa)\hat{\mathbf z}$ has no lateral components, $T$ depends on $z$ alone, and so does $\kappa$. Conversely, a stack of flat sheets carries a uniform flux. The sheets are resistors in series.

\section{How wide is the interval?}

The ratio of the bounds is $\langle\kappa\rangle\langle1/\kappa\rangle$. Multiplying out,
\begin{align}
\langle\kappa\rangle\Big\langle\frac1\kappa\Big\rangle
&=f^2+(1-f)^2+f(1-f)\left(\frac{\kappa_v}{\kappa_d}+\frac{\kappa_d}{\kappa_v}\right)\nonumber\\
&=1+f(1-f)\left(\frac{\kappa_v}{\kappa_d}+\frac{\kappa_d}{\kappa_v}-2\right)\nonumber\\
&=1+f(1-f)\frac{(\kappa_v-\kappa_d)^2}{\kappa_v\kappa_d},
\label{width}
\end{align}
where the second line uses $f^2+(1-f)^2=1-2f(1-f)$.

For nearly equal conductivities, $\kappa_v=\kappa_d(1+\epsilon)$, the ratio exceeds 1 by $f(1-f)\epsilon^2/(1+\epsilon)$. The excess is of second order in $\epsilon$, so geometry hardly matters. For strong contrast the ratio grows as $f(1-f)\kappa_v/\kappa_d$. If $\kappa_v\to\infty$ at fixed $\kappa_d$, the upper bound diverges while the lower one tends to $\kappa_d/(1-f)$: at $f=0.2$, even a perfect conductor lying flat raises the conductivity only a quarter above that of the dielectric.

For the layers of the opening,
\begin{align}
\langle\kappa\rangle&=0.2\times200+0.8\times1=40.8,\\
\frac1{\langle1/\kappa\rangle}&=\frac1{0.2/200+0.8/1}=\frac1{0.801}=1.248 .
\end{align}
Their ratio is 32.7. In SI units the interval runs from 2.00 to 65.4 W/(m K). Knowing the metal content alone leaves this much open.

\section{Bounds that know the geometry}

Better trial fields use more of the structure. Let $a(z)=\langle\kappa\rangle_{xy}$ be the average over the plane at height $z$, and take a trial temperature $\theta(z)$. Its dissipation is $A\int a\,\theta'^2dz$. Choose $\theta'=-C/a$; the face values require $C\int_0^L dz/a=\Delta T$, that is $C=\Delta T/(L\langle1/a\rangle_z)$. The dissipation becomes
\begin{equation}
AC^2L\langle1/a\rangle_z=\frac{A\,\Delta T^2}{L}\,\frac1{\langle1/a\rangle_z}.
\end{equation}
By \eqref{dirichlet} and \eqref{twoforms}, $\kappa_{\rm eff}\le1/\langle1/a\rangle_z$. This treats every horizontal plane as isothermal, as if lateral spreading cost nothing.

For the other side, let $r(x,y)=\langle1/\kappa\rangle_z$ be the average along a vertical line, and take a vertical flux $p_z=C/r(x,y)$. It has no divergence, since it does not depend on $z$. The total flow requires $CA\langle1/r\rangle_{xy}=Q$. The dissipation is
\begin{equation}
L\int p_z^2\,r\,dA=LC^2A\langle1/r\rangle_{xy}=\frac{LQ^2}{A}\,\frac1{\langle1/r\rangle_{xy}},
\end{equation}
so \eqref{thomson} gives $\kappa_{\rm eff}\ge\langle1/r\rangle_{xy}$. This treats the layer as a bundle of insulated vertical tubes, with no lateral flow at all. Together,
\begin{equation}
\frac1{\langle1/\kappa\rangle}\le\Big\langle\frac1r\Big\rangle_{xy}\le\kappa_{\rm eff}\le\frac1{\langle1/a\rangle_z}\le\langle\kappa\rangle .
\label{chain}
\end{equation}
The outer inequalities follow from $\langle g\rangle\langle1/g\rangle\ge1$ for positive $g$, which is the Cauchy--Schwarz inequality for $\sqrt g$ and $1/\sqrt g$. It is applied to $g=r$, with $\langle r\rangle_{xy}=\langle1/\kappa\rangle$, and to $g=a$, with $\langle a\rangle_z=\langle\kappa\rangle$.

\section{The capped via}

The third layer is a square array of pitch 10000 \AA{}. Each via is 5000 \AA{} wide and 8000 \AA{} tall, and a dielectric cap of 2000 \AA{} separates it from the cold face. The metal covers a quarter of the area over 0.8 of the height, so $f=0.25\times0.8=0.2$.

In the isothermal-plane estimate, a plane through the via has $a=0.25\times200+0.75\times1=50.75$, and a plane in the cap has $a=1$:
\begin{equation}
\kappa_{\rm eff}\le\frac1{0.8/50.75+0.2/1}=\frac1{0.0158+0.2}=4.635 .
\end{equation}
In this estimate the cap supplies $0.2/0.2158$, or 93\%, of the resistance. Improving the metal hardly raises this bound: as $\kappa_v\to\infty$ it tends to $1/0.2=5$, whereas $\langle\kappa\rangle$ grows without limit.

In the tube estimate, a line through the metal has $r=0.8/200+0.2/1=0.204$, and a line beside it has $r=1$:
\begin{equation}
\kappa_{\rm eff}\ge\frac{0.25}{0.204}+\frac{0.75}{1}=1.975 .
\end{equation}
The simple interval from 1.248 to 40.8 has shrunk to one from 1.975 to 4.635, without solving the heat equation.

\subsection*{Enclosing the true value}

The same two principles turn numerical solutions into bounds. Trilinear finite elements give a continuous temperature with the correct face values. It is an admissible $\theta$, so the resulting conductivity is an upper bound.

The lower value comes from a network of resistors joining the centres of rectangular cells, with half a cell of material on each side of a shared face. From its face flows, build a flux whose $x$ component varies linearly across a cell between the face values $u$ and $w$, and likewise for $y$ and $z$. The flows into each cell balance, so this flux is source-free and admissible. Along each axis its mean square in a cell is $(u^2+uw+w^2)/3$, while the network's two half-cell resistors count $(u^2+w^2)/2$. Now
\begin{equation}
\frac{u^2+w^2}2-\frac{u^2+uw+w^2}3=\frac{(u-w)^2}6\ge0 .
\end{equation}
The network thus overstates the dissipation of an admissible flux at given $Q$. By \eqref{thomson} it overstates the resistance, and its conductivity is a lower bound. Both statements hold up to the small error of the iterative solution.

By mirror symmetry a quarter of the unit cell suffices. The results are:
\begin{center}
\begin{tabular}{ccc}
Grid & Lower value & Upper value\\
$10^3$ & 3.2095 & 3.3973\\
$20^3$ & 3.2845 & 3.3603\\
$40^3$ & 3.3152 & 3.3454
\end{tabular}
\end{center}
The finest enclosure is 0.9\% wide relative to its lower end. In SI units it is 5.31 to 5.36 W/(m K).

The capped via thus reaches at most 8.2\% of the arithmetic average, although it contains the metal that the average assumes. The true value also exceeds the tube bound of 1.975 clearly. That bound is the conductivity the layer would have if lateral flow were forbidden, so the difference measures what lateral spreading contributes. Spreading is not free either, which is why the value stays below 4.635.

For a drop of 10 K, one full cell of area $10^8$ \AA$^2$ carries
\begin{equation}
Q=\kappa_{\rm eff}\frac{A\,\Delta T}{L}=\kappa_{\rm eff}\times\frac{10^8\times10}{10^4},
\end{equation}
which lies between $3.315\times10^5$ and $3.346\times10^5$ eV/ns.

The gap formulas have discrete counterparts, which can be checked on the $10^3$ grid with the numerical solutions in place of the true fields. The dissipation of the error in the linear temperature, in the units of \eqref{upper}, is 37.403, and $3.397+37.403=40.800$. For the uniform flux, the excess corresponding to \eqref{lower}, summed over the resistors of the network, is 0.489 ns \AA{} K/eV, and $1/3.2095+0.489=0.801$, which is $\langle1/\kappa\rangle$. The chain \eqref{chain} was also tested on 16 random three-dimensional layers with various contrasts and metal fractions, and held in each; the numerical output lists the closest approaches to the outer bounds.

\section{When the interfaces resist}

Real interfaces can have a thermal resistance $R$. Let $\mathbf n$ point from side 1 to side 2 of an interface $S$. The temperature then jumps by
\begin{equation}
T_1-T_2=R\,\mathbf q\cdot\mathbf n ,
\label{jump}
\end{equation}
while $\mathbf q\cdot\mathbf n$ stays continuous. In the derivation of \eqref{power} the interface terms no longer cancel. They leave $\int_S(T_1-T_2)\,\mathbf q\cdot\mathbf n\,dS$, and therefore
\begin{equation}
\int\frac{|\mathbf q|^2}\kappa dV+R\int_S(\mathbf q\cdot\mathbf n)^2dS=Q\,\Delta T .
\end{equation}

For a trial temperature, which may now jump, the dissipation gains the term $R^{-1}\int_S(\theta_1-\theta_2)^2dS$. The cross term with $\delta$ is
\begin{equation}
-2\int\mathbf q\cdot\nabla\delta\,dV+\frac2R\int_S(T_1-T_2)(\delta_1-\delta_2)\,dS .
\end{equation}
Integrating by parts in each phase turns the first part into $-2\int_S(\delta_1-\delta_2)\,\mathbf q\cdot\mathbf n\,dS$; by \eqref{jump} the second part is its opposite. The minimum principle survives. The linear trial has no jump and pays nothing at the interfaces, so $\kappa_{\rm eff}\le\langle\kappa\rangle$ still holds.

For a trial flux the cross term is $-2\int\mathbf s\cdot\nabla T\,dV+2R\int_S(\mathbf q\cdot\mathbf n)(\mathbf s\cdot\mathbf n)\,dS$, and it cancels in the same way. But the uniform flux does pay at the interfaces, an amount $R(Q/A)^2\int_Sn_z^2dS$. Dividing by $LQ^2/A$ as before,
\begin{equation}
\frac1{\kappa_{\rm eff}}\le\Big\langle\frac1\kappa\Big\rangle+\frac{R}{AL}\int_Sn_z^2\,dS .
\label{corrected}
\end{equation}
The harmonic average alone is no longer a lower bound.

Take $R=200$ ns \AA$^2$ K/eV. Let the metal sheet of the flat laminate lie against one face of the layer. There is then one interface, with $n_z^2=1$ over the area $A$. Its flux is uniform, so \eqref{corrected} is an equality:
\begin{equation}
\kappa_{\rm eff}=\frac1{0.801+200/10000}=\frac1{0.821}=1.218 ,
\end{equation}
which is below the harmonic average 1.248. The straight via keeps its 40.8, because no heat crosses its vertical walls. These values, like the one for the capped via below, assume perfect contact at the two faces of the layer. For a real via that assumption matters: its own resistance per area is $L/\kappa_v=10000/200=50$ ns \AA$^2$ K/eV, so the same $R$ at each of its two ends would raise the resistance along the metal path from 50 to 450, and the layer would conduct far below 40.8. For the capped via, the network value on the $10^3$ grid falls from 3.21 to 2.98, or by 7\%; on so coarse a grid this shows the direction and rough size of the effect, not a converged value.

\section{What else the bounds assume}

Fourier's law must hold locally. When a via or a dielectric gap is not large compared with the mean free path of the heat carriers, a local $\kappa(\mathbf r)$ is itself in doubt. The conductivity was also taken as independent of temperature over the drop considered. Otherwise $\kappa$ at each point depends on the solution itself, and in general its averages are no longer fixed by the volume fractions. An exception is a factor $g(T)$ common to both phases with perfect contact: the variable $\int_0^T g\,dT'$ then obeys the linear problem, and both bounds are multiplied by the mean of $g$ over the drop.

The isothermal faces enter the proof three times: they give the power identity its right side $Q\,\Delta T$, they make $\delta$ vanish in the upper bound, and they remove the face term in the lower one. A small hot spot on the layer poses a different problem, in which heat must first spread sideways. The number $\kappa_{\rm eff}$ defined in \eqref{def} does not by itself determine the temperature there.

\section*{Computed results}
\begin{verbatim}
A = angstrom in all units below
via conductivity: 200.0 eV/(ns A K)
dielectric conductivity: 1.0 eV/(ns A K)
layer thickness: 10000 A; pitch: 10000 A
capped via side: 5000 A; dielectric cap: 2000 A
via volume fraction, all three layers: 0.200
harmonic average (lower bound): 1.2484 eV/(ns A K)
arithmetic average (upper bound): 40.8000 eV/(ns A K)
ratio upper/lower: 32.681
straight via, network: 40.8000 eV/(ns A K)
straight via, finite elements: 40.8000 eV/(ns A K)
laminate, network: 1.2484 eV/(ns A K)
laminate, finite elements: 1.2484 eV/(ns A K)
capped via, insulated-tube lower bound: 1.9755 eV/(ns A K)
capped via, isothermal-plane upper bound: 4.6347 eV/(ns A K)
capped via, 10^3 cells, lower / upper: 3.2095 / 3.3973 eV/(ns A K)
capped via, 20^3 cells, lower / upper: 3.2845 / 3.3603 eV/(ns A K)
capped via, 40^3 cells, lower / upper: 3.3152 / 3.3454 eV/(ns A K)
capped via upper value / arithmetic average: 0.0820
10^3 cells, excess of linear temperature: 37.4027 eV/(ns A K)
10^3 cells, excess of uniform flux: 0.4894 ns A K/eV
temperature drop: 10.0 K
capped via heat flow per full cell, lower: 3.3152e+05 eV/ns
capped via heat flow per full cell, upper: 3.3454e+05 eV/ns
interface resistance: 200.0 ns A^2 K/eV
laminate with interface resistance: 1.2180 eV/(ns A K)
straight via with interface resistance: 40.8000 eV/(ns A K)
capped via with resistance, 10^3 network: 2.9790 eV/(ns A K)
conversion: 1 eV/(ns A K) = 1.60218 W/(m K)
harmonic / arithmetic average: 2.000 / 65.369 W/(m K)
capped via lower / upper: 5.312 / 5.360 W/(m K)
random layers tested: 16
random layers, smallest network value / harmonic: 1.0491
random layers, largest element value / arithmetic: 0.9747
\end{verbatim}
